# Brooks's Effective Screening Density in a Compensated n-Type Semiconductor

## Result

Consider a nondegenerate n-type semiconductor with donor density \(N_D\), acceptor density \(N_A<N_D\) and free-electron density \(n\). In thermal equilibrium a weak, static, slowly varying potential is screened over a length \(L\) given by

\[
\frac1{L^2}=\frac{e^2n^*}{\varepsilon k_BT},\qquad
n^*=n+\frac{(n+N_A)(N_D-N_A-n)}{N_D}. \tag{1}
\]

Here \(e>0\), an electron has charge \(-e\), and \(\varepsilon\) is the static permittivity of the crystal. The first term of \(n^*\) is the response of the free electrons. The second is the response of the donor occupancy: where the potential attracts electrons, more donors are neutral. Electrons on donors carry no current in this model, yet they contribute to screening because they can be redistributed among the donors through the band.

All acceptors are taken to be ionized, and each donor holds either no electron or one. The uniform reference state is neutral, so the densities of ionized and neutral donors are

\[
N_D^+=n+N_A,\qquad N_D^0=N_D-N_A-n. \tag{2}
\]

The donor term in (1) is therefore \(N_D^+N_D^0/N_D\). It vanishes if all donors are empty or all are full, since a response needs both electrons to release and places to receive them.

## First derivation: occupation in a given potential

Let the potential be \(\phi(\mathbf r)\), and define \(y=e\phi/k_BT\). Measure energies from the unperturbed band edge. If \(\phi\) hardly changes across a donor orbit or a thermal wavelength, it shifts the local band edge and the energy of an electron on a donor by the same amount, \(-e\phi\). The chemical potential \(\mu\) is uniform in equilibrium. The occupations thus depend on \(\mu+e\phi\).

For a nondegenerate band with effective density of states \(N_c\),

\[
n(\phi)=N_c e^{(\mu+e\phi)/k_BT}=n e^y. \tag{3}
\]

To first order \(\delta n=ny\).

For one donor, give the empty state weight 1. Let the one-electron states have degeneracies \(g_i\) and binding energies \(E_i\). Their total weight is

\[
w=A_0e^{(\mu+e\phi)/k_BT},\qquad
A_0=\sum_i g_i e^{E_i/k_BT}. \tag{4}
\]

The filled fraction is \(f=w/(1+w)\). Since \(dw/dy=w\),

\[
\frac{df}{dy}=\frac{w}{(1+w)^2}=f(1-f). \tag{5}
\]

The factor \(A_0\) has dropped out of the form of the response. Spin degeneracy and excited one-electron states alter the value of \(f\), but not equation (5).

At \(y=0\), equation (2) gives \(f=N_D^0/N_D\) and \(1-f=N_D^+/N_D\). Hence

\[
\delta N_D^0=N_Df(1-f)y
=\frac{(n+N_A)(N_D-N_A-n)}{N_D}\,y. \tag{6}
\]

The charge density is \(\rho=e(N_D-N_D^0-N_A-n)\). Both increases make it more negative:

\[
\delta\rho=-e(\delta n+\delta N_D^0)
=-en^*y=-\frac{e^2n^*}{k_BT}\phi. \tag{7}
\]

For a fixed test charge \(Ze\) at the origin, Poisson's equation is

\[
\varepsilon\nabla^2\phi=-\delta\rho-Ze\,\delta(\mathbf r),
\]

so that

\[
\nabla^2\phi=\frac{\phi}{L^2}-\frac{Ze}{\varepsilon}\delta(\mathbf r). \tag{8}
\]

Away from the origin put \(\phi=u/r\). Then \(u''=u/L^2\), and the solution that vanishes at infinity is \(u=Ce^{-r/L}\). Close to the charge the field must be that of \(Ze\), which fixes \(C=Ze/(4\pi\varepsilon)\):

\[
\phi(r)=\frac{Ze}{4\pi\varepsilon r}e^{-r/L}. \tag{9}
\]

The total induced charge follows from (7):

\[
\int\delta\rho\,d^3r
=-\frac{\varepsilon}{L^2}\int_0^\infty4\pi r^2\phi\,dr
=-\frac{Ze}{L^2}\int_0^\infty re^{-r/L}dr=-Ze. \tag{10}
\]

The last integral is \(L^2\). The test charge is fully compensated, with a fraction \(n/n^*\) supplied by free electrons and the rest by donors.

## Second derivation: minimum of the free energy

The same result follows without prescribing a potential and without using the occupation laws (3) and (5). Let the free-electron density \(\nu\) and the neutral-donor density \(m\) be independent variables, and let the free energy choose them.

The free-energy density of a classical electron gas is

\[
F_e=k_BT\,\nu\left[\ln(\nu/N_c)-1\right]. \tag{11}
\]

For donors, count the ways of placing \(m\) electrons on \(N_D\) sites per unit volume. Stirling's formula for the binomial coefficient, with a factor \(A_0\) for the internal states of each filled donor, gives

\[
F_d=k_BT\left[m\ln\frac m{N_D}
+(N_D-m)\ln\frac{N_D-m}{N_D}-m\ln A_0\right]. \tag{12}
\]

In the uniform state, minimizing \(F_e+F_d-\mu(\nu+m)\) gives two conditions:

\[
k_BT\ln\frac n{N_c}=\mu,\qquad
k_BT\ln\frac{m}{(N_D-m)A_0}=\mu. \tag{13}
\]

Equating them and inserting (2) yields the mass-action law

\[
\frac{n(n+N_A)}{N_D-N_A-n}=\frac{N_c}{A_0}\equiv n_1. \tag{14}
\]

Now let \(\nu=n+a\) and \(m=N_D^0+b\). The terms linear in \(a\) and \(b\) cancel by (13). The second derivatives are

\[
\frac{\partial^2F_e}{\partial\nu^2}=\frac{k_BT}{n},\qquad
\frac{\partial^2F_d}{\partial m^2}
=k_BT\left(\frac1{N_D^0}+\frac1{N_D^+}\right)=\frac{k_BT}{s}, \tag{15}
\]

where \(s=N_D^0N_D^+/N_D\), because \(N_D^0+N_D^+=N_D\). The cost of the disturbance per unit volume is

\[
\Delta F=\frac{k_BT}{2}\left(\frac{a^2}{n}+\frac{b^2}{s}\right). \tag{16}
\]

The electrostatic energy depends on the total added electron density \(c=a+b\), not on how it is divided. At fixed \(c\), setting the derivative of (16) with respect to \(a\) to zero gives \(a/n=b/s\), hence

\[
a=\frac{n}{n+s}c,\quad b=\frac{s}{n+s}c,\quad
\Delta F=\frac{k_BT\,c^2}{2(n+s)}. \tag{17}
\]

The two reservoirs act like capacitors in parallel: their capacities for electrons add, and \(n+s=n^*\).

To find the screening, expand \(c(\mathbf r)\) in Fourier components \(c_{\mathbf q}\). The total disturbance charge has components \(e(Z-c_{\mathbf q})\). Adding the chemical and Coulomb energies gives

\[
\Delta\Omega=\frac12\int\frac{d^3q}{(2\pi)^3}
\left[\frac{k_BT}{n^*}|c_{\mathbf q}|^2
+\frac{e^2}{\varepsilon q^2}|Z-c_{\mathbf q}|^2\right]. \tag{18}
\]

The infinite self-energy of the point charge does not depend on \(c_{\mathbf q}\) and does not affect the minimum. Each component can be minimized separately:

\[
\frac{k_BT}{n^*}c_{\mathbf q}
=\frac{e^2}{\varepsilon q^2}(Z-c_{\mathbf q})
\quad\Rightarrow\quad
c_{\mathbf q}=\frac{Z}{1+q^2L^2}, \tag{19}
\]

with the \(L\) of equation (1). The potential is

\[
\phi_{\mathbf q}=\frac{e(Z-c_{\mathbf q})}{\varepsilon q^2}
=\frac{Ze}{\varepsilon(q^2+L^{-2})}. \tag{20}
\]

This is the Fourier transform of (9), as transforming (8) confirms. Both coefficients in (18) are positive, so the stationary state is a minimum.

## What each derivation assumes

Both derivations are mean-field theories. They use average densities, treat donor occupancies as independent apart from the average potential, and require global thermal equilibrium.

The first takes the occupation laws as input. In return, it gives the response to a finite \(y\) before linearization, and its donor part needs only the thermal probability for a single donor. An average over donor positions enters when the charge is treated as continuous.

The second obtains the occupations from entropy and energy. Read literally, Stirling's formula requires many donors in each region over which the potential is nearly constant, which is a stronger demand. Its advantage is that constraints are easy to impose. If donors cannot exchange electrons with the band during the disturbance, then \(b=0\), equation (16) reduces to \(k_BTa^2/(2n)\), and \(n^*\) is replaced by \(n\). Equation (1) is thus a static result, valid when exchange has had time to finish.

## Limits

Writing \(n=N_D-N_A-N_D^0\) and \(N_D^+=N_D-N_D^0\) in (1) gives a compact form:

\[
n^*=N_D-N_A-N_D^0+N_D^0-\frac{(N_D^0)^2}{N_D}
=N_D-N_A-\frac{(N_D^0)^2}{N_D}. \tag{21}
\]

Near full ionization the departure of \(n^*\) from \(N_D-N_A\) is of second order in \(N_D^0\), whereas that of \(n\) is of first order.

In compensated freeze-out, \(n\to0\) and \(N_D^0\to N_D-N_A\), so

\[
n^*\to N_A\left(1-\frac{N_A}{N_D}\right). \tag{22}
\]

Compensation leaves some donors empty even when the band is almost empty, and electrons can still be rearranged among the donors. Without acceptors, (1) becomes \(n^*=n(2-n/N_D)\), which tends to \(2n\) in freeze-out. Each free electron then leaves one empty donor, and the two contribute equally.

Since \(f(1-f)\le1/4\), the donor term is at most \(N_D/4\). This value belongs to half filling, where \(n=N_D/2-N_A\), so it can be reached only if \(N_A<N_D/2\).

## Lightly doped silicon at 50 K

Take \(N_D=10^{15}\) and \(N_A=10^{14}\ \mathrm{cm^{-3}}\), with a donor binding energy of 45 meV, degeneracy 2 and relative permittivity 11.7. At 50 K, \(k_BT=4.309\) meV and \(N_c=1.863\times10^{18}\ \mathrm{cm^{-3}}\). Equation (14) has

\[
n_1=\frac{N_c}{2e^{45/4.309}}=2.71\times10^{13}\ \mathrm{cm^{-3}}.
\]

It is a quadratic equation for \(n\), whose positive root is

\[
n=\tfrac12\left[-(N_A+n_1)+\sqrt{(N_A+n_1)^2+4n_1(N_D-N_A)}\right]
=1.05\times10^{14}\ \mathrm{cm^{-3}}.
\]

There are then \(2.05\times10^{14}\) ionized and \(7.95\times10^{14}\) neutral donors per cm³, and

\[
n^*=\left(1.05+\frac{2.05\times7.95}{10}\right)10^{14}
=2.68\times10^{14}\ \mathrm{cm^{-3}}.
\]

With the thermal Coulomb length \(\ell=e^2/(4\pi\varepsilon k_BT)=28.6\) nm, equation (1) reads \(L^{-2}=4\pi\ell n^*\). This gives \(L=102\) nm. Free electrons alone would give 163 nm. They supply 39% of the induced charge, and donors supply 61%.

As a test of (1), the charge was differentiated numerically, using a Fermi–Dirac integral for the band. Over 24 combinations of temperature (20 to 300 K), compensation and donor spectrum, the largest relative difference from (1) was \(5.7\times10^{-5}\).

With the doping held fixed, \(L\) does not vary monotonically with temperature. It is 111 nm at 20 K, 136 nm at 30 K, 72 nm at 77 K and 136 nm at 300 K. At the cold end \(n^*\) is nearly constant by (22), so \(L\propto\sqrt T\). Ionization then raises \(n^*\), tenfold in all, and \(L\) falls as long as \(n^*\) grows by a larger factor than \(T\). Once \(n^*\) saturates, \(L\) grows as \(\sqrt T\) again.

## Effect on ionized-impurity scattering

In the Born approximation, scattering by (9) through an angle \(\theta\) has a probability proportional to \((q^2+L^{-2})^{-2}\), with \(q^2=2k^2(1-\cos\theta)\) for an electron of wave number \(k\). Momentum relaxation adds a weight \(1-\cos\theta=u\). Substituting \(w=2k^2u+L^{-2}\) gives

\[
\int_0^2\frac{u\,du}{(2k^2u+L^{-2})^2}
=\frac1{4k^4}\int_{L^{-2}}^{4k^2+L^{-2}}
\left(\frac1w-\frac{L^{-2}}{w^2}\right)dw
=\frac1{4k^4}\left[\ln(1+b)-\frac b{1+b}\right], \tag{23}
\]

where \(b=4k^2L^2\). For an isotropic mass of \(0.258\,m_0\) and energy \(3k_BT\), \(k=0.296\ \mathrm{nm^{-1}}\). The bracket is 7.20 with \(n^*\) and 8.14 with \(n\). At the same energy and ion density, donor response therefore lowers the Born rate by about 12%, although it raises the screening density by a factor of 2.55. The dependence is weak because \(b\) is in the thousands and enters through a logarithm. This is a comparison at one energy, not a mobility. The Born approximation is also poor here: it requires \(k\) times the effective Bohr radius (2.4 nm) to be large, and the product is only 0.7. A partial-wave sum for the same potential, mass and energy replaces the brackets by 5.7 and 6.5 for attractive ions and by 5.0 and 6.0 for repulsive ions. The reduction is then 13% and 16%, or about 14% when weighted by the ion densities. The Born figure of 12% thus gives the size of the effect only roughly, and the Born rates themselves are 25–45% too high.

## How far the approximations hold

**Slow variation.** In units \(\hbar=m=k_BT=1\), the response of a Boltzmann gas at wave number \(q\), relative to \(q\to0\), is the thermal average of \(e^{-q^2/8}\sinh(kq/2)/(kq/2)\), where \(k\) is the momentum component along \(\mathbf q\). Since \(\langle k^2\rangle=1\), expansion gives \(1-q^2/8+q^2/24=1-q^2/12\). For the light mass and \(q=1/L\), the correction is \(7.5\times10^{-4}\). The estimated donor orbit, 1.8 nm, is also small compared with \(L\).

**Linearity.** Around an ionized acceptor, the full nonlinear Poisson equation gives a potential at \(r=L\) only 0.1% above the linear one. Part of the reason is a near cancellation. The second-order added electron density is \(\tfrac12y^2[n+N_Df(1-f)(1-2f)]\). With \(f=0.795\), the bracket is \((1.05-0.96)\times10^{14}\ \mathrm{cm^{-3}}\), about 3% of \(n^*\). If all of \(n^*\) came from free electrons, the excess would be 5%. Other fillings are less favourable: with the same doping the nonlinear potential at \(r=L\) is 9% below the linear one at 20 K, 6% below at 30 K and 5% above at 77 K. The calculation does not cover a positive ion, where the classical density \(ne^y\) diverges at the core and bound states must be treated quantum mechanically.

**Random fields.** Uncorrelated ions of total density \(N_i=N_D^++N_A\) produce a potential energy of variance

\[
\frac{\sigma^2}{(k_BT)^2}
=N_i\ell^2\int_0^\infty\frac{e^{-2r/L}}{r^2}4\pi r^2dr
=2\pi N_i\ell^2L. \tag{24}
\]

Here \(\sigma=0.40\,k_BT\). This is a rough estimate, probably too high for the static field, because it treats the ionized donors as fixed and randomly placed, whereas their occupations adjust to the potential. If each donor is given its mean charge \((1-f)e\), then \(N_i\) becomes \(N_A+N_D(1-f)^2\) and \(\sigma=0.27\,k_BT\). The estimate is not an upper bound on the instantaneous field: thermal fluctuations of the charges add a variance of about \((\ell/L)(k_BT)^2\), a width of \(0.53\,k_BT\). Averaging the occupations over a Gaussian distribution of this width, while keeping the sample neutral, raises \(n^*\) by about 3%. At 20 K, where \(\ell=71\) nm and \(N_i\simeq2N_A\), equation (24) gives \(\sigma\simeq0.8\,k_BT\). Linear response is then doubtful, and the 20 K screening length is a formula value rather than a secure prediction.

**Few donors.** A sphere of radius \(L\) contains on average only 4.4 donors. In a model with discrete, randomly placed donors that respond linearly, the potential averaged over the sphere \(r=L\) was \(0.998\pm0.008\) of the continuum value. Without donor response the ratio would be 1.45. The continuum result thus describes the mean well in this model, but this sphere average scatters by 11% from sample to sample, and the potential at a single point scatters more. Donor separations below 10 nm were set to 10 nm in the model, because its linear equations become singular for pairs about 5 nm apart. This cap does not make linear response accurate for close pairs, and the error extends well beyond 10 nm. For an isolated pair, the linear response to a potential difference between the two donors exceeds the exact one by about 70% at 10 nm, 22% at 20 nm, 12% at 30 nm and 6% at 50 nm, while the mean nearest-neighbour distance is 55 nm.

## Relation to real silicon

The parameters represent lightly phosphorus-doped silicon in a cryogenic Hall measurement; the binding energy, masses and permittivity are rough typical values. The three digits quoted above belong to the model and not to the crystal: a binding energy of 45.6 meV instead of 45 meV lowers \(n\) by 8% and \(n^*\) by 5% and gives \(L=105\) nm, and a permittivity of 11.45 instead of 11.7 shortens \(L\) by 1%. The 10% compensation is a chosen value, and a carefully grown crystal can have much less. Real phosphorus donors do not have the single level used above. Adding ten excited states at a rough binding energy of 33 meV lowers \(n\) by 15% and \(n^*\) by 10%, which lengthens \(L\) by about 5%. Correlation between charges, which mean-field theory leaves out, acts the other way. In a Debye–Hückel estimate it lowers the ionization energy by about \(e^2/(4\pi\varepsilon L)=0.28\,k_BT\), which raises \(n^*\) by roughly 10%, so the two shifts are of similar size. Formula (1) keeps its form when excited states are added, so with known \(N_D\) and \(N_A\) a measured \(n\) can be inserted directly, without a model of the donor levels. A Hall measurement, however, gives \(n\) only up to the Hall factor, and an uncertainty of 10–20% in that factor is comparable with the 15% shift just described. The measuring field must also be weak enough to keep electrons and donors near equilibrium. The numerical output below lists the main computed values.

## Numbers as computed

```
Donors ND = 1.00e+15 cm^-3; acceptors NA = 1.00e+14 cm^-3
Temperature = 50 K; kT = 4.309 meV
Donor binding = 45 meV; degeneracy = 2
Relative permittivity = 11.7; valleys = 6
Masses ml, mt = 0.916, 0.19 m0; conductivity mass = 0.258 m0
Band density Nc = 1.863e+18 cm^-3
Mass-action density Nc/A0 = 2.712e+13 cm^-3
Free electrons n = 1.051e+14 cm^-3
Ionized donors = 2.051e+14 cm^-3
Neutral donors = 7.949e+14 cm^-3; filling f = 0.7949
Donor response term = 1.630e+14 cm^-3
Effective density n_star = 2.682e+14 cm^-3
Numerical response = 2.682e+14 cm^-3
Ratio n_star/n = 2.551
Screening length with n_star = 101.9 nm
Screening length with n only = 162.8 nm
Free-electron share of induced charge = 0.392
Largest relative formula error in 24 cases = 5.7e-05
Freeze-out limit NA(1-NA/ND) = 9.00e+13 cm^-3
Uncompensated response/n at 20 K = 2.0000
Table: T (K), n (cm^-3), n_star (cm^-3), L (nm)
  20  9.705e+06  9.000e+13  111.3
  30  1.073e+11  9.019e+13  136.1
  50  1.051e+14  2.682e+14  101.9
  77  6.550e+14  8.400e+14  71.5
  150  8.940e+14  9.000e+14  96.4
  300  8.996e+14  9.000e+14  136.3
Wave number at 3 kT = 0.296 nm^-1
b with n_star = 3641; with n = 9287
Scattering factors: 7.200 (n_star), 8.137 (n)
Scattering-rate ratio n_star/n = 0.885
Degeneracy measure n/Nc = 5.6e-05
Doubly occupied/neutral donors = 4.5e-05
Finite-wavelength correction at q=1/L = 7.5e-04
Donor orbit radius = 1.81 nm
Length e^2/(4 pi eps kT) = 28.6 nm
Acceptor potential at L, nonlinear/linear = 1.001
With excited donor states: n = 8.896e+13 cm^-3
With excited donor states: n_star = 2.422e+14 cm^-3
Random potential energy, rms = 1.72 meV = 0.399 kT
With random potential: n = 1.133e+14 cm^-3
With random potential: n_star = 2.767e+14 cm^-3
Donors in sphere of radius L = 4.44; neutral = 3.53
Discrete/continuum potential at L, mean = 0.998 +/- 0.008
Same ratio, scatter between samples = 0.113
Same ratio if donors did not respond = 1.453
```
